# Local fields and the macroscopic dielectric constant of a crystal: test program

```python
"""
Result under test: for a macroscopic source, the macroscopic dielectric constant
of a crystal is eps_M = lim(q->0) 1 / [inverse(eps)]_00, which in general differs
from the head eps_00 of the dielectric matrix itself.

Symbols (Hartree atomic units inside, eV and angstrom in the output):
  eps_GG'(q) = delta_GG' - v(q+G) P_GG'(q),  v(K) = 4 pi / K^2
  P   independent-particle density response (Adler-Wiser sum)
  chi full density response, chi = P + P v chi
Model: electrons move along z in V(z) = -V1 cos(Gz) - V2 sin(2Gz), one filled
band (two electrons per cell); charge is uniform over each chain's cross-section.
At q = 0 the G = 0 row and column of P are divided by q, and v(q) is multiplied
by q^2. This rescaling leaves the heads of eps and of its inverse unchanged.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
PI = np.pi

period_A, side_A, V1_eV, V2_eV = 3.0, 3.0, 6.0, 2.0
period, side = period_A / BOHR, side_A / BOHR
V1, V2 = V1_eV / HARTREE, V2_eV / HARTREE
volume = period * side**2
G1 = 2 * PI / period
orb = np.arange(-8, 9)          # plane waves of the orbitals
LOC = 6                         # local-field harmonics on each side
loc = np.arange(-LOC, LOC + 1)
head = LOC                      # array position of G = 0
NK = 128


def bands(k):
    n = len(orb)
    h = np.diag(0.5 * (k + G1 * orb)**2).astype(complex)
    h -= 0.5 * V1 * (np.eye(n, k=1) + np.eye(n, k=-1))
    h += 0.5j * V2 * (np.eye(n, k=-2) - np.eye(n, k=2))
    return np.linalg.eigh(h)


def polarizability(q, n_k, omega=0.0):
    total = np.zeros((len(loc), len(loc)), complex)
    for k in G1 * (np.arange(n_k) - n_k // 2) / n_k:
        e0, c0 = bands(k)
        e1, c1 = bands(k + q) if q else (e0, c0)
        padded = np.pad(c1, ((LOC, LOC), (0, 0)))
        overlap = np.array([c0.conj().T @ padded[LOC + g:LOC + g + len(orb)]
                            for g in loc])
        up, down = overlap[:, 0, 1:].copy(), overlap[:, 1:, 0].copy()
        if not q:               # first-order overlaps divided by q
            p = c0.conj().T @ ((k + G1 * orb)[:, None] * c0)
            up[head] = p[0, 1:] / (e0[1:] - e0[0])
            down[head] = p[1:, 0] / (e0[0] - e0[1:])
        total += (up / (e0[0] - e1[1:] + omega)) @ up.conj().T
        total -= (down / (e0[1:] - e1[0] + omega)) @ down.conj().T
    return 2 * total / (n_k * volume)


def coulomb(q):
    K = q + G1 * loc.astype(float)
    K[head] = q if q else 1.0
    return 4 * PI / K**2


def dielectric(q, n_k, omega=0.0):
    return np.eye(len(loc)) - coulomb(q)[:, None] * polarizability(q, n_k, omega)


def macro(eps, radius=LOC):
    part = eps[head - radius:head + radius + 1, head - radius:head + radius + 1]
    return (1 / np.linalg.inv(part)[radius, radius]).real


# ---- long-wavelength limit -------------------------------------------------
P = polarizability(0.0, NK)
v = coulomb(0.0)
eps = np.eye(len(loc)) - v[:, None] * P
eps_head, eps_M = eps[head, head].real, macro(eps)
sym = np.eye(len(loc)) - np.sqrt(v)[:, None] * P * np.sqrt(v)[None, :]
others = np.delete(np.arange(len(loc)), head)
body = sym[np.ix_(others, others)]
wing = sym[others, head]
local_term = (wing.conj() @ np.linalg.solve(body, wing)).real
assert abs(eps_head - local_term - eps_M) < 1e-9
assert np.linalg.eigvalsh(body).min() > 1 - 1e-9
assert eps_M < eps_head - 1e-3

energies = np.array([bands(k)[0][:2] for k in G1 * (np.arange(NK) / NK - 0.5)])
gap = energies[:, 1].min() - energies[:, 0].max()
assert gap > 0

# oscillator strength: at high frequency the electrons respond as free ones
w_high = 100.0
strength = ((1 - dielectric(0.0, NK, w_high)[head, head].real)
            * w_high**2 * volume / (8 * PI))
assert abs(strength - 1) < 1e-3

# finite-q matrices approach the limit as q^2
shift32 = macro(dielectric(G1 / 32, NK)) - eps_M
shift64 = macro(dielectric(G1 / 64, NK)) - eps_M
assert 3.6 < shift32 / shift64 < 4.4

# ---- supercell: the two ratios taken from their definitions ----------------
cells = 16
length = cells * period
grid = cells * 32
z = np.arange(grid) * length / grid
waves = np.arange(-6 * cells, 6 * cells + 1)
crystal = -V1 * np.cos(G1 * z) - V2 * np.sin(2 * G1 * z)
g_all = 2 * PI * np.fft.fftfreq(grid, d=length / grid)
g_all[0] = np.inf


def density(perturbation):
    v_g = np.fft.fft(crystal + perturbation) / grid
    h = v_g[(waves[:, None] - waves[None, :]) % grid]
    h = h + np.diag(0.5 * (2 * PI * waves / length)**2)
    c = eigh(h, subset_by_index=[0, cells - 1])[1]
    box = np.zeros((grid, cells), complex)
    box[waves % grid] = c
    psi = np.fft.ifft(box, axis=0) * grid
    return 2 * (abs(psi)**2).sum(axis=1) / (length * side**2)


def hartree(dn):
    return np.fft.ifft(4 * PI / g_all**2 * np.fft.fft(dn)).real


n0 = density(np.zeros(grid))
amplitude = 1e-4
wave = amplitude * np.cos(2 * PI * z / length)
total = wave.copy()
for _ in range(80):
    residual = wave + hartree(density(total) - n0) - total
    total = total + 0.3 * residual
assert abs(residual).max() < 1e-6 * amplitude
f_ext, f_tot = np.fft.fft(wave), np.fft.fft(total)
scf_M = (f_ext[1] / f_tot[1]).real
scf_local = f_tot[1 + cells] / f_tot[1]

eps_q = dielectric(G1 / cells, cells)
inv_q = np.linalg.inv(eps_q)
matrix_M, matrix_head = macro(eps_q), eps_q[head, head].real
assert abs(scf_M / matrix_M - 1) < 1e-5
assert abs(scf_local - inv_q[head + 1, head] / inv_q[head, head]) < 2e-6

# purely macroscopic total potential: which source would be needed?
source = np.fft.fft(wave - hartree(density(wave) - n0))
forced_head = (source[1] / f_ext[1]).real
assert abs(forced_head / matrix_head - 1) < 1e-5
assert abs(source[1 + cells] / f_ext[1] - eps_q[head + 1, head]) < 2e-6
source_field = abs(source[1 + cells] / source[1]) * (1 + cells)

# ---- laminate with a local permittivity ------------------------------------
profile = 7 + 5 * np.cos(2 * PI * np.arange(256) / 256)
hat = np.fft.fft(profile) / 256
g_lam = np.arange(-30, 31)


def laminate(q_plane, q_normal):
    K = np.array([np.full(len(g_lam), q_plane), g_lam + q_normal])
    K = K / np.sqrt((K**2).sum(axis=0))
    m = (K.T @ K) * hat[(g_lam[:, None] - g_lam[None, :]) % 256]
    return m[30, 30].real, (1 / np.linalg.inv(m)[30, 30]).real


lam_head, lam_normal = laminate(0.0, 1e-4)
lam_head_plane, lam_plane = laminate(1e-4, 0.0)
series_capacitors = 1 / np.mean(1 / profile)
assert abs(lam_normal - series_capacitors) < 1e-8
assert abs(lam_plane - np.mean(profile)) < 1e-6
assert abs(lam_head - lam_normal) > 1 and abs(lam_head_plane - lam_plane) < 1e-6

# ---- optical frequency -----------------------------------------------------
wavelength_nm = 1550.0
photon_eV = sc.h * sc.c / (wavelength_nm * 1e-9) / sc.e
photon = photon_eV / HARTREE
assert photon < gap
eps_w = dielectric(0.0, NK, photon)
w_head, w_M = eps_w[head, head].real, macro(eps_w)
assert w_M < w_head

# ---- size of neglected effects ---------------------------------------------


def inverse_head(extra):
    kernel = np.diag(v) + extra
    chi = np.linalg.solve(np.eye(len(loc)) - P @ kernel, P)
    return 1 + v[head] * chi[head, head].real


none = np.zeros((len(loc), len(loc)))
assert abs(inverse_head(none) * eps_M - 1) < 1e-9

sigma_A = 0.6
m = np.arange(-6, 7)
lateral2 = (2 * PI / side)**2 * (m[:, None]**2 + m[None, :]**2).ravel()
lateral2 = lateral2[lateral2 > 0]
form2 = np.exp(-lateral2 * (sigma_A / BOHR)**2)
extra_v = np.array([(4 * PI * form2 / (lateral2 + (G1 * g)**2)).sum() for g in loc])
extra_v[head] = 0.0
M_lateral = 1 / inverse_head(np.diag(extra_v))

n_cell = n0[:32]
f_x = np.fft.fft(-(3 / PI)**(1 / 3) / 3 * n_cell**(-2 / 3)) / 32
lda = f_x[(loc[:, None] - loc[None, :]) % 32]
lda[head, :] = 0.0
lda[:, head] = 0.0
M_lda = 1 / inverse_head(lda)

boot, inv_boot = none.copy(), 1 / eps_M
for _ in range(200):
    boot[head, head] = inv_boot / P[head, head].real
    previous, inv_boot = inv_boot, inverse_head(boot)
assert abs(inv_boot - previous) < 1e-9
M_boot = 1 / inv_boot

ion_charge, ion_mass_u, TO_eV = 2.0, 10.0, 0.1
ion_plasma2 = 4 * PI * ion_charge**2 / (ion_mass_u * sc.atomic_mass / sc.m_e * volume)
ion_optical = ion_plasma2 / photon**2
ion_static = ion_plasma2 / (TO_eV / HARTREE)**2
q_light = np.sqrt(w_M) * photon * sc.fine_structure
finite_q = macro(dielectric(q_light, NK)) / eps_M - 1
thermal = np.exp(-gap * HARTREE * sc.e / (2 * sc.k * 300.0))
drop_eV = 1e8 * period_A * 1e-10          # 1 MV/cm = 1e8 V/m

inv0 = np.linalg.inv(eps)
local_field = 2 * G1 * abs(inv0[head + 1, head] / inv0[head, head])


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("period along z", period_A, "angstrom", ".1f")
show("side of chain cross-section", side_A, "angstrom", ".1f")
show("potential amplitude V1", V1_eV, "eV", ".1f")
show("potential amplitude V2", V2_eV, "eV", ".1f")
show("band gap", gap * HARTREE, "eV", ".3f")
show("density minimum / mean", n_cell.min() / n_cell.mean(), "", ".3f")
show("density maximum / mean", n_cell.max() / n_cell.mean(), "", ".3f")
show("oscillator strength per electron", strength, "", ".5f")
print("symmetrized matrix at q->0, harmonics G = -1, 0, +1:")
for row in sym[head - 1:head + 2, head - 1:head + 2]:
    print("  " + "  ".join(f"{x.real:+.4f}{x.imag:+.4f}i" for x in row))
show("head eps_00, q->0", eps_head)
for r in (1, 2, 3, LOC):
    show(f"1/inverse head, harmonics up to {r}", macro(eps, r), "", ".5f")
show("local-field term (head minus eps_M)", local_term)
show("head excess over eps_M", 100 * (eps_head / eps_M - 1), "percent", ".2f")
show("first local-field harmonic / mean field", local_field)
show("eps_M(q)-eps_M at q=G/32", shift32, "", ".3e")
show("eps_M(q)-eps_M at q=G/64", shift64, "", ".3e")
show("supercell q=G/16: external/total potential", scf_M, "", ".6f")
show("matrix q=G/16: 1/inverse head", matrix_M, "", ".6f")
show("supercell q=G/16: ratio, total forced macroscopic", forced_head, "", ".6f")
show("matrix q=G/16: head", matrix_head, "", ".6f")
show("needed source field at q+G / at q", source_field)
show("laminate minimum permittivity", profile.min(), "", ".1f")
show("laminate maximum permittivity", profile.max(), "", ".1f")
show("laminate head", lam_head)
show("laminate 1/inverse head, q normal", lam_normal)
show("laminate series-capacitor value", series_capacitors)
show("laminate 1/inverse head, q in plane", lam_plane)
show("wavelength", wavelength_nm, "nm", ".0f")
show("photon energy", photon_eV, "eV")
show("eps_M at photon energy", w_M)
show("head at photon energy", w_head)
show("refractive index from eps_M", np.sqrt(w_M))
show("refractive index from head (wrong)", np.sqrt(w_head))
show("lateral Gaussian width of chain", sigma_A, "angstrom", ".1f")
show("static eps_M with lateral local fields", M_lateral)
show("static eps_M with LDA exchange kernel", M_lda)
show("static eps_M with head-only bootstrap kernel", M_boot)
print(f"ion model: charge {ion_charge:.0f} e, mass {ion_mass_u:.0f} u, TO {TO_eV:.1f} eV")
show("ionic change of eps at 1550 nm, magnitude", ion_optical)
show("ionic addition to eps at zero frequency", ion_static, "", ".3f")
show("relative change of eps_M at photon wave vector", finite_q, "", ".1e")
show("thermal factor exp(-gap/2kT) at 300 K", thermal, "", ".1e")
show("energy drop per cell at 1 MV/cm", drop_eV, "eV", ".3f")
show("energy drop per cell / gap", drop_eV / (gap * HARTREE))
print("no test failed")
```

Printed output:

```
period along z: 3.0 angstrom
side of chain cross-section: 3.0 angstrom
potential amplitude V1: 6.0 eV
potential amplitude V2: 2.0 eV
band gap: 5.961 eV
density minimum / mean: 0.267
density maximum / mean: 1.991
oscillator strength per electron: 1.00001
symmetrized matrix at q->0, harmonics G = -1, 0, +1:
  +1.3280+0.0000i  -0.5055+0.0013i  -0.0976+0.0154i
  -0.5055-0.0013i  +2.9453-0.0000i  +0.5055-0.0013i
  -0.0976-0.0154i  +0.5055+0.0013i  +1.3280-0.0000i
head eps_00, q->0: 2.9453
1/inverse head, harmonics up to 1: 2.58685
1/inverse head, harmonics up to 2: 2.58540
1/inverse head, harmonics up to 3: 2.58538
1/inverse head, harmonics up to 6: 2.58538
local-field term (head minus eps_M): 0.3599
head excess over eps_M: 13.92 percent
first local-field harmonic / mean field: 0.7071
eps_M(q)-eps_M at q=G/32: -8.859e-03
eps_M(q)-eps_M at q=G/64: -2.225e-03
supercell q=G/16: external/total potential: 2.550580
matrix q=G/16: 1/inverse head: 2.550580
supercell q=G/16: ratio, total forced macroscopic: 2.899010
matrix q=G/16: head: 2.899010
needed source field at q+G / at q: 0.1614
laminate minimum permittivity: 2.0
laminate maximum permittivity: 12.0
laminate head: 7.0000
laminate 1/inverse head, q normal: 4.8990
laminate series-capacitor value: 4.8990
laminate 1/inverse head, q in plane: 7.0000
wavelength: 1550 nm
photon energy: 0.7999 eV
eps_M at photon energy: 2.6057
head at photon energy: 2.9738
refractive index from eps_M: 1.6142
refractive index from head (wrong): 1.7245
lateral Gaussian width of chain: 0.6 angstrom
static eps_M with lateral local fields: 2.4814
static eps_M with LDA exchange kernel: 2.8091
static eps_M with head-only bootstrap kernel: 3.1409
ion model: charge 2 e, mass 10 u, TO 0.1 eV
ionic change of eps at 1550 nm, magnitude: 0.0175
ionic addition to eps at zero frequency: 1.121
relative change of eps_M at photon wave vector: -3.4e-07
thermal factor exp(-gap/2kT) at 300 K: 8.6e-51
energy drop per cell at 1 MV/cm: 0.030 eV
energy drop per cell / gap: 0.0050
no test failed
```
